# The quantum number κ in a central Dirac field

An electron moving near a heavy nucleus is described by a four-component wave function, and its spin is coupled to its orbital motion by the kinetic energy itself. Even in a perfectly spherical potential the orbital angular momentum is then not conserved, so a shell cannot be labelled by an \(l\) that belongs to the whole state. A radial Dirac program nevertheless needs an integer that enters the radial equations and, together with the magnetic quantum number, fixes the angular functions of all four components. That integer is \(\kappa\). This appendix derives its values, the orbital number of each component, and the signs with which \(\kappa\) enters the radial equations.

## 1. Hamiltonian and result

Angular momenta are given in units of \(\hbar\), so \(\hbar=1\). For one electron in a central potential energy \(V(r)\),

\[
h=c\,\boldsymbol\alpha\cdot\mathbf p+\beta mc^2+V(r),\qquad
\boldsymbol\alpha=\begin{pmatrix}0&\boldsymbol\sigma\\ \boldsymbol\sigma&0\end{pmatrix},\quad
\beta=\begin{pmatrix}1&0\\0&-1\end{pmatrix}.
\]

Each entry is a \(2\times2\) block. The upper two components of \(\psi\) are called large and the lower two small, names suited to electron states bound by much less than \(mc^2\). With \(\boldsymbol\Sigma=\mathrm{diag}(\boldsymbol\sigma,\boldsymbol\sigma)\), define

\[
K=\beta(\boldsymbol\Sigma\cdot\mathbf L+1),\qquad K\psi=-\kappa\psi .
\]

The minus sign is a convention. Let \(l\) be the orbital number of the large component and \(\bar l\) that of the small one. The result is

\[
\kappa=\begin{cases}-(l+1), & j=l+\tfrac12,\\ \;\;\,l, & j=l-\tfrac12\ \ (l\ge1),\end{cases}
\]

\[
l(l+1)=\kappa(\kappa+1),\qquad \bar l(\bar l+1)=\kappa(\kappa-1).
\]

The last two equations concern two different orbital numbers. They do not assign two values of \(L^2\) to the same \(l\).

## 2. What is conserved

Repeated indices are summed. The orbital momentum rotates vectors, \([L_i,p_j]=i\epsilon_{ijk}p_k\), and the Pauli matrices obey \([\tfrac12\sigma_i,\sigma_j]=i\epsilon_{ijk}\sigma_k\). Therefore

\[
[L_i,\boldsymbol\sigma\cdot\mathbf p]=i\epsilon_{ijk}\sigma_jp_k=i(\boldsymbol\sigma\times\mathbf p)_i,
\]
\[
[\tfrac12\sigma_i,\boldsymbol\sigma\cdot\mathbf p]=i\epsilon_{ijk}\sigma_kp_j=-i(\boldsymbol\sigma\times\mathbf p)_i .
\]

Neither commutator vanishes, but their sum does. Since \(\mathbf L\) differentiates angles only, it commutes with \(V(r)\). Hence \(\mathbf J=\mathbf L+\tfrac12\boldsymbol\Sigma\) commutes with \(h\), while \(\mathbf L\) does not.

## 3. The eigenvalues of σ·L

The product rule \(\sigma_i\sigma_j=\delta_{ij}+i\epsilon_{ijk}\sigma_k\) gives, for vector operators \(\mathbf A,\mathbf B\) that do not act on spin,

\[
(\boldsymbol\sigma\cdot\mathbf A)(\boldsymbol\sigma\cdot\mathbf B)=\mathbf A\cdot\mathbf B+i\boldsymbol\sigma\cdot(\mathbf A\times\mathbf B). \tag{1}
\]

The order of \(\mathbf A\) and \(\mathbf B\) must be kept. For \(\mathbf A=\mathbf B=\mathbf L\) the cross product is not zero: the commutation relations say \(\mathbf L\times\mathbf L=i\mathbf L\). Thus

\[
(\boldsymbol\sigma\cdot\mathbf L)^2=L^2-\boldsymbol\sigma\cdot\mathbf L
\quad\Longrightarrow\quad
L^2=\boldsymbol\sigma\cdot\mathbf L\,(\boldsymbol\sigma\cdot\mathbf L+1). \tag{2}
\]

Squaring \(\mathbf J=\mathbf L+\tfrac12\boldsymbol\sigma\) for two-component functions gives

\[
J^2=L^2+\boldsymbol\sigma\cdot\mathbf L+\tfrac34,\qquad
\boldsymbol\sigma\cdot\mathbf L=j(j+1)-l(l+1)-\tfrac34 .
\]

Adding spin \(\tfrac12\) to \(l\) allows \(j=l\pm\tfrac12\), with only \(j=\tfrac12\) when \(l=0\). The two cases are

\[
j=l+\tfrac12:\quad (l+\tfrac12)(l+\tfrac32)-l^2-l-\tfrac34=l,
\]
\[
j=l-\tfrac12:\quad (l-\tfrac12)(l+\tfrac12)-l^2-l-\tfrac34=-(l+1).
\]

For \(l=1\), for example, \(\boldsymbol\sigma\cdot\mathbf L\) is \(1\) in \(p_{3/2}\) and \(-2\) in \(p_{1/2}\).

## 4. Why K is conserved

The key fact is that \(\boldsymbol\sigma\cdot\mathbf L+1\) anticommutes with \(\boldsymbol\sigma\cdot\mathbf p\). By (1),

\[
\{\boldsymbol\sigma\cdot\mathbf L,\boldsymbol\sigma\cdot\mathbf p\}
=\mathbf L\cdot\mathbf p+\mathbf p\cdot\mathbf L
+i\boldsymbol\sigma\cdot(\mathbf L\times\mathbf p+\mathbf p\times\mathbf L).
\]

The first scalar product is \(\epsilon_{ijk}r_jp_kp_i=0\), because \(p_kp_i\) is symmetric in its indices. The second equals the first, since \([L_i,p_i]=0\) for each \(i\). In the cross products, exchanging two summation labels gives

\[
(\mathbf L\times\mathbf p+\mathbf p\times\mathbf L)_i
=\epsilon_{ijk}[L_j,p_k]=i\epsilon_{ijk}\epsilon_{jkn}p_n=2ip_i .
\]

The anticommutator is therefore \(i\cdot2i\,\boldsymbol\sigma\cdot\mathbf p=-2\boldsymbol\sigma\cdot\mathbf p\). The added 1 contributes \(+2\boldsymbol\sigma\cdot\mathbf p\), so

\[
\{\boldsymbol\sigma\cdot\mathbf L+1,\ \boldsymbol\sigma\cdot\mathbf p\}=0. \tag{3}
\]

Write \(k=\boldsymbol\sigma\cdot\mathbf L+1\), so that \(K=\mathrm{diag}(k,-k)\). Block multiplication gives

\[
[K,\boldsymbol\alpha\cdot\mathbf p]=
\begin{pmatrix}0&\{k,\boldsymbol\sigma\cdot\mathbf p\}\\
-\{k,\boldsymbol\sigma\cdot\mathbf p\}&0\end{pmatrix}=0 .
\]

The factor \(\beta\) in \(K\) has turned a commutator into an anticommutator. Being block diagonal, \(K\) commutes with \(\beta\), and it commutes with \(V(r)\) because \(\mathbf L\) does. Finally, \(\boldsymbol\sigma\cdot\mathbf L=J^2-L^2-\tfrac34\) commutes with \(\mathbf J\). The operators \(h,J^2,J_z,K\) therefore have common eigenstates.

## 5. Reading off κ and both orbital numbers

For \(\psi=(\psi_L,\psi_S)\), the equation \(K\psi=-\kappa\psi\) reads

\[
(\boldsymbol\sigma\cdot\mathbf L+1)\psi_L=-\kappa\psi_L,\qquad
(\boldsymbol\sigma\cdot\mathbf L+1)\psi_S=+\kappa\psi_S. \tag{4}
\]

The sign change in the second equation comes from \(\beta\). In the large component \(\kappa=-(\boldsymbol\sigma\cdot\mathbf L+1)\). Inserting the eigenvalues of section 3 gives \(\kappa=-(l+1)\) for \(j=l+\tfrac12\), and \(\kappa=-(-l-1+1)=l\) for \(j=l-\tfrac12\). In both cases \(|\kappa|=j+\tfrac12\), and zero does not occur.

Now use (2). The large component has \(\boldsymbol\sigma\cdot\mathbf L=-\kappa-1\), and the small one has \(\boldsymbol\sigma\cdot\mathbf L=\kappa-1\):

\[
L^2\psi_L=(-\kappa-1)(-\kappa)\psi_L=\kappa(\kappa+1)\psi_L,
\]
\[
L^2\psi_S=(\kappa-1)\kappa\,\psi_S=\kappa(\kappa-1)\psi_S .
\]

Each component separately has a sharp \(L^2\). The nonnegative solutions for the orbital numbers are

\[
\kappa<0:\ l=-\kappa-1,\ \bar l=-\kappa=l+1;\qquad
\kappa>0:\ l=\kappa,\ \bar l=\kappa-1=l-1 .
\]

Both cases are contained in \(\bar l=2j-l\). The first values are:

| κ | large component | l | small l̄ |
|---:|:---|---:|---:|
| −1 | s, j = 1/2 | 0 | 1 |
| 1 | p, j = 1/2 | 1 | 0 |
| −2 | p, j = 3/2 | 1 | 2 |
| 2 | d, j = 3/2 | 2 | 1 |
| −3 | d, j = 5/2 | 2 | 3 |

Each \(\kappa\) has \(2j+1=2|\kappa|\) values of \(m\), the eigenvalue of \(J_z\). The spectroscopic letter refers to the large component.

## 6. Angular functions and their phase

The radial signs depend on the phases of the angular functions, which an implementation must fix. Let \(Y_{l\mu}\) be spherical harmonics with the Condon–Shortley phase, for which \(L_\pm\) have nonnegative matrix elements and \(Y_{l0}>0\) on the positive \(z\) axis. At fixed \(l,m\) write

\[
\chi_{\kappa m}=\begin{pmatrix}a\,Y_{l,m-1/2}\\ b\,Y_{l,m+1/2}\end{pmatrix},\qquad
\boldsymbol\sigma\cdot\mathbf L=\begin{pmatrix}L_z&L_-\\L_+&-L_z\end{pmatrix}.
\]

The upper row of the eigenvalue equation is \((m-\tfrac12)a+\lambda b=sa\), where \(s=-\kappa-1\) and \(\lambda=\sqrt{(l+\frac12)^2-m^2}\). For \(s=l\) it gives \(b/a=(l+\tfrac12-m)/\lambda\); for \(s=-l-1\) it gives \(b/a=-(l+\tfrac12+m)/\lambda\). After normalization, with \(b\ge0\),

\[
\kappa<0:\quad a=\sqrt{\frac{l+m+\frac12}{2l+1}},\quad b=\sqrt{\frac{l-m+\frac12}{2l+1}},
\]
\[
\kappa>0:\quad a=-\sqrt{\frac{l-m+\frac12}{2l+1}},\quad b=\sqrt{\frac{l+m+\frac12}{2l+1}} .
\]

For \(\kappa<0\) these expressions also hold at the end values \(m=\pm(l+\tfrac12)\), where \(\lambda=0\), one coefficient vanishes and the other is taken as \(+1\). For \(\kappa>0\), \(|m|\le l-\tfrac12\) and neither coefficient vanishes.

Let \(\sigma_r=\boldsymbol\sigma\cdot\mathbf r/r\). The proof of (3) carries over with \(\mathbf p\) replaced by \(\mathbf r\), because \([L_j,r_k]=i\epsilon_{jkn}r_n\) and \(\mathbf L\cdot\mathbf r=\mathbf r\cdot\mathbf L=0\). Thus \(\sigma_r\) anticommutes with \(\boldsymbol\sigma\cdot\mathbf L+1\) and reverses the sign of \(\kappa\). It commutes with \(\mathbf J\) and satisfies \(\sigma_r^2=1\), so \(\sigma_r\chi_{\kappa m}\) is \(\chi_{-\kappa m}\) times a phase.

To find the phase, take \(m=\tfrac12\) on the positive \(z\) axis. There \(\sigma_r=\sigma_z\), and only \(Y_{l0}=\sqrt{(2l+1)/4\pi}\) survives. The upper entry is \(\sqrt{|\kappa|/4\pi}\) for negative \(\kappa\) and \(-\sqrt{|\kappa|/4\pi}\) for positive \(\kappa\). The phase is therefore \(-1\). It is the same for every \(m\): \(J_+\) commutes with \(\sigma_r\), and it takes \(\chi_{\kappa m}\) to a positive multiple of \(\chi_{\kappa,m+1}\). For \(\kappa<0\) this follows because all coefficients are nonnegative, and for \(\kappa>0\) because the lower coefficient stays positive. Hence

\[
\sigma_r\chi_{\kappa m}=-\chi_{-\kappa m}. \tag{5}
\]

## 7. How κ enters the radial equations

With \(\mathbf r\cdot\mathbf p=-ir\partial_r\), equation (1) gives \((\boldsymbol\sigma\cdot\mathbf r)(\boldsymbol\sigma\cdot\mathbf p)=-ir\partial_r+i\boldsymbol\sigma\cdot\mathbf L\). Multiplying from the left by \(\sigma_r/r\) yields

\[
\boldsymbol\sigma\cdot\mathbf p=-i\sigma_r\left(\partial_r-\frac{\boldsymbol\sigma\cdot\mathbf L}{r}\right).
\]

Apply this to \((P/r)\chi_{\kappa m}\), where \(\boldsymbol\sigma\cdot\mathbf L=-\kappa-1\). The derivative of \(1/r\) gives \(-P/r^2\), which cancels the 1 in \(\kappa+1\). With (5),

\[
\boldsymbol\sigma\cdot\mathbf p\,\frac Pr\chi_{\kappa m}
=\frac ir\left(P'+\frac{\kappa}{r}P\right)\chi_{-\kappa m}. \tag{6}
\]

From here on atomic units are used, so \(m_e=1\), and \(\varepsilon\) is the energy without the rest energy \(c^2\). Set

\[
\psi=\frac1r\begin{pmatrix}P\,\chi_{\kappa m}\\ iQ\,\chi_{-\kappa m}\end{pmatrix},\qquad
\int_0^\infty(P^2+Q^2)\,dr=1 .
\]

The lower row of \(h\psi=(\varepsilon+c^2)\psi\) is \(c\,\boldsymbol\sigma\cdot\mathbf p\,\psi_L=(\varepsilon-V+2c^2)\psi_S\), and the upper row is \(c\,\boldsymbol\sigma\cdot\mathbf p\,\psi_S=(\varepsilon-V)\psi_L\). In the upper row (6) is used with \(\kappa\to-\kappa\), and \(i\cdot i=-1\). The result is

\[
P'+\frac{\kappa}{r}P=\left(2c+\frac{\varepsilon-V}{c}\right)Q,\qquad
Q'-\frac{\kappa}{r}Q=-\frac{\varepsilon-V}{c}P. \tag{7}
\]

**Free motion.** For \(V=0\), apply \(d/dr-\kappa/r\) to the first equation and \(d/dr+\kappa/r\) to the second. The terms in \(P'/r\) and \(Q'/r\) cancel, leaving

\[
P''=\left[\frac{\kappa(\kappa+1)}{r^2}-q^2\right]P,\qquad
Q''=\left[\frac{\kappa(\kappa-1)}{r^2}-q^2\right]Q,
\]

with \(q^2=2\varepsilon+\varepsilon^2/c^2\). These are centrifugal terms with \(l\) and \(\bar l\). With a potential, the factor multiplying \(Q\) in the first equation depends on \(r\), so elimination produces further terms containing \(V'\). The angular eigenvalues remain those of section 5.

**Nonrelativistic limit.** When \(|\varepsilon-V|\ll2c^2\) in the region that matters, the first equation gives \(Q\approx(P'+\kappa P/r)/2c\). Inserting this into the second gives

\[
-\tfrac12P''+\frac{\kappa(\kappa+1)}{2r^2}P+VP=\varepsilon P .
\]

At this order \(\kappa\) enters through \(l(l+1)\) alone. The values \(\kappa=1\) and \(\kappa=-2\) both give 2, so \(p_{1/2}\) and \(p_{3/2}\) have the same radial equation and spin-orbit splitting is absent.

**Behaviour at the origin.** If \(V\) is finite there, the regular solution of (7) has \(P\propto r^{l+1}\) and \(Q\propto r^{\bar l+1}\) in general. For \(\kappa<0\), \(P\propto r^{-\kappa}\) starts the solution and drives \(Q\propto r^{-\kappa+1}\); for \(\kappa>0\) the roles are exchanged. For a point nucleus, \(V=-Z/r\), try \(P=Ar^\gamma\) and \(Q=Br^\gamma\). The leading terms of (7) are

\[
(\gamma+\kappa)A=\frac Zc B,\qquad(\gamma-\kappa)B=-\frac Zc A,
\]

and their product gives \(\gamma=\sqrt{\kappa^2-(Z/c)^2}\) for the regular solution. Both radial functions now start with the same power \(r^\gamma\), where \(\gamma<|\kappa|\). A boundary condition based on \(l\) and \(\bar l\) would be wrong here, although the angular functions still have these orbital numbers. The form requires \(Z/c<|\kappa|\) for real positive \(\gamma\). "Regular" here means the less singular root: for \(|\kappa|=1\), \(\psi\propto r^{\gamma-1}\) still diverges weakly at the origin, and the root \(r^{-\gamma}\) is excluded by normalizability only while \(\gamma\ge\tfrac12\), that is for \(Z\le118\). For \(\kappa>0\) the ratio \(B/A=(\gamma+\kappa)c/Z\) exceeds 1 (it is 3.10 for \(Z=80\), \(\kappa=1\)), so the names large and small refer to the norm, not to every radius.

## 8. Example: a 2p state with j = 3/2

Consider a one-electron ion with \(Z=80\) and a fixed point nucleus. Radiative corrections, nuclear size and nuclear motion are left out. The state has \(\kappa=-2\), so \(l=1\) and \(\bar l=2\). Try \(P=Ar^\gamma e^{-\lambda r}\) and \(Q=\rho P\) with constant \(\rho\). The terms in \(1/r\) in (7) give

\[
\gamma-2=\frac Zc\rho,\qquad \gamma+2=-\frac{Z}{c\rho}
\quad\Longrightarrow\quad
\rho=-\frac{Z/c}{\gamma+2},\quad \rho^2=\frac{2-\gamma}{2+\gamma}.
\]

The remaining terms give \(-\lambda=(2c+\varepsilon/c)\rho\) and \(\lambda=\varepsilon/(c\rho)\). Substituting \(\varepsilon=c\lambda\rho\) into the first,

\[
\lambda=-\frac{2c\rho}{1+\rho^2}=\frac{2Z}{\gamma+2}\,\frac{\gamma+2}{4}=\frac Z2,\qquad
\varepsilon=c\lambda\rho=-\frac{Z^2}{2(\gamma+2)} .
\]

With \(c=137.036\), \(Z/c=0.583788\) and

\[
\gamma=\sqrt{4-0.583788^2}=1.912901,\qquad
\rho=-\frac{0.583788}{3.912901}=-0.149196,
\]
\[
\varepsilon=-\frac{6400}{2\times3.912901}=-817.81\ \text{hartree}.
\]

Since \(Q/P\) is constant and the angular functions are normalized, the weight of the small component is

\[
w=\frac{\rho^2}{1+\rho^2}=\frac{2-\gamma}{4}=0.021775 .
\]

The large component has \(L^2=\kappa(\kappa+1)=(-2)(-1)=2\), and the small one has \(L^2=(-2)(-3)=6\). For the complete state,

\[
\langle L^2\rangle=2(1-w)+6w=2+4w=2.0871 .
\]

Solving \(x(x+1)=2.0871\) gives \(x=1.0288\), which is not an integer. The state is thus not an eigenstate of \(L^2\), whereas \(\kappa=-2\) is sharp. The label \(p\) describes the component that carries about 97.8% of the norm.

## 9. Use in a program

Given \(\kappa\), the angular data follow from integer operations:

- \(2j=2|\kappa|-1\);
- \(l=\kappa\) if \(\kappa>0\), otherwise \(l=-\kappa-1\);
- \(\bar l=\kappa-1\) if \(\kappa>0\), otherwise \(\bar l=-\kappa\).

It is safer to store \(\kappa\) than \(l\), because \(l\) alone does not distinguish the two values of \(j\). If data come from a code that defines \(K\psi=+\kappa\psi\), the sign of every \(\kappa\) must be reversed before (7) is used. A change in the phase of \(\chi_{-\kappa m}\), or omission of the factor \(i\), changes the relative phase of \(P\) and \(Q\), but not the orbital numbers.

The same rules tell which small-component functions match a Gaussian basis function \(P=r^{l+1}e^{-\zeta r^2}\). The operator in (6) gives

\[
P'+\frac\kappa rP=\begin{cases}
-2\zeta r^{l+2}e^{-\zeta r^2}, & \kappa=-(l+1),\\
\left[(2l+1)r^l-2\zeta r^{l+2}\right]e^{-\zeta r^2}, & \kappa=l .
\end{cases}
\]

The leading power is \(r^{\bar l+1}\) in both cases. For \(\kappa=l\), both terms belong to one radial function with angular number \(\bar l=l-1\); the second term must not be assigned to \(l+1\). The angular assignment is exact. The radial form is that of the nonrelativistic relation \(Q\approx(P'+\kappa P/r)/2c\), which by (7) differs from the true \(Q\) by the factor \(1+(\varepsilon-V)/2c^2\). For the state of section 8 this factor is 1.02 at \(r=0.05\) bohr and 3.1 at \(r=0.001\) bohr.

The classification rests on spherical symmetry. In a many-electron mean-field calculation it applies to orbitals if the effective one-electron operator commutes with \(\mathbf J\) and \(K\), as it does for a local central potential. In a potential that depends on angles, as in a molecule, \(\mathbf L\) no longer commutes with \(V\), the proof in section 4 fails, and different values of \(\kappa\) can mix.
